# Electronic friction on a slow scalar potential in an s-wave superconductor: a numerical check

```python
# Result under test: for a weak scalar potential moving slowly through an
# isotropic s-wave superconductor, electronic friction obeys
#     eta_s / eta_n = 2 f(gap) = 2 / (exp(gap/kT) + 1).
# xi: band energy from the Fermi level; E = sqrt(xi^2 + gap^2);
# f: Fermi function; q: wave number; w: frequency (energy units, hbar = 1);
# eta: absorbed power / velocity^2; V_q: Fourier transform of the potential.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_yn


def fermi(energy, temp):
    return expit(-energy / temp)


def limit_ratio(gap, temp):
    return 2.0 / (np.exp(gap / temp) + 1.0)


# ---- coherence factor from diagonalized 2x2 Bogoliubov matrices ----
rng = np.random.default_rng(1)
for _ in range(50):
    x1, x2 = rng.normal(size=2)
    gap = 0.7
    vec = []
    for x in (x1, x2):
        vals, vecs = np.linalg.eigh(np.array([[x, gap], [gap, -x]]))
        vec.append(vecs[:, 1])
    element = vec[0][0] * vec[1][0] - vec[0][1] * vec[1][1]
    e1, e2 = np.hypot(x1, gap), np.hypot(x2, gap)
    formula = 0.5 * (1 + (x1 * x2 - gap**2) / (e1 * e2))
    assert abs(element**2 - formula) < 1e-12


# ---- direct golden-rule integral over k and angle ----
# Units here: Fermi energy = Fermi wave number = 1, electron mass = 1/2.
def golden_rule_slope(q, gap, temp, superconducting):
    """Low-frequency slope of -Im chi; energy delta is a narrow Gaussian."""
    sigma = 0.001
    nk, nmu = 1200, 12000
    k_low, k_high = np.sqrt(0.4), np.sqrt(1.6)
    dk, dmu = (k_high - k_low) / nk, 2.0 / nmu
    mu = -1 + dmu * (np.arange(nmu) + 0.5)
    total = 0.0
    for k in k_low + dk * (np.arange(nk) + 0.5):
        xi1 = k * k - 1
        xi2 = xi1 + q * q + 2 * k * q * mu
        if superconducting:
            en1, en2 = np.hypot(xi1, gap), np.sqrt(xi2**2 + gap**2)
        else:
            en1, en2 = xi1, xi2
        near = np.abs(en2 - en1) < 6.5 * sigma
        en2, xi2 = en2[near], xi2[near]
        d = en2 - en1
        d = np.where(np.abs(d) < 1e-12, 1e-12, d)
        slope = fermi(en1, temp) * fermi(-en2, temp)
        slope = slope * (-np.expm1(-d / temp)) / d
        if superconducting:
            slope = slope * 0.5 * (1 + (xi1 * xi2 - gap**2) / (en1 * en2))
        delta = np.exp(-0.5 * (d / sigma)**2) / (sigma * np.sqrt(2 * np.pi))
        total += k * k * np.sum(slope * delta)
    return total * dk * dmu / (2 * np.pi)


test_gap, test_temp = 0.04, 0.03
direct = []
for q in (0.04, 0.8, 1.5):
    normal = golden_rule_slope(q, test_gap, test_temp, False)
    paired = golden_rule_slope(q, test_gap, test_temp, True)
    assert abs(normal / (0.25 / (2 * np.pi * q)) - 1) < 0.01
    # tolerance: finite Gaussian width, 1/40 of the gap
    assert abs(paired / normal / limit_ratio(test_gap, test_temp) - 1) < 0.01
    direct.append((q, paired / normal))

# ---- finite-frequency ratio ----
gl_x, gl_w = np.polynomial.legendre.leggauss(200)


def finite_ratio(w, gap, temp, sign=-1):
    """Absorption ratio at 0 < w < 2 gap; sign=-1 is a scalar potential.
    E = gap + w sinh(t)^2 removes the square-root edges."""
    tmax = np.arcsinh(np.sqrt(45 * temp / w))
    t = 0.5 * tmax * (gl_x + 1)
    x = w * np.sinh(t)**2
    en1, en2 = gap + x, gap + x + w
    dens = 2 * (en1 * en2 + sign * gap**2)
    dens = dens / np.sqrt((x + 2 * gap) * (x + w + 2 * gap))
    diff = fermi(en1, temp) * fermi(-en2, temp) * (-np.expm1(-w / temp))
    return 2 / w * 0.5 * tmax * np.sum(gl_w * dens * diff)


dev_large = finite_ratio(0.1, 1.0, 1.0) - limit_ratio(1.0, 1.0)
dev_small = finite_ratio(0.01, 1.0, 1.0) - limit_ratio(1.0, 1.0)
assert abs(dev_small) < 1e-3
# a term linear in w would give a factor of only 10
assert abs(dev_large / dev_small) > 15
for g in (0.3, 1.0, 3.0):
    assert abs(finite_ratio(1e-4, g, 1.0) / limit_ratio(g, 1.0) - 1) < 1e-5
# opposite coherence sign: logarithmic growth as w falls
growth = finite_ratio(1e-4, 1., 1., 1) - finite_ratio(1e-3, 1., 1., 1)
f1 = fermi(1.0, 1.0)
growth_law = 2 * f1 * (1 - f1) * np.log(10)
assert abs(growth / growth_law - 1) < 0.02

# ---- screening and order-parameter response: Nambu bubbles ----
tau = {1: np.array([[0, 1], [1, 0]], complex),
       2: np.array([[0, -1j], [1j, 0]]),
       3: np.array([[1, 0], [0, -1]], complex)}


def bubble(a, b, w1, w2, shift, gap):
    """Integral over xi of tr[tau_a G(xi,w1) tau_b G(xi+shift,w2)]/2."""
    n = 2000
    theta = -np.pi / 2 + np.pi * (np.arange(n) + 0.5) / n
    xi = np.tan(theta)
    greens = []
    for w, x in ((w1, xi), (w2, xi + shift)):
        inverse = (1j * w * np.eye(2) - gap * tau[1]
                   - x[:, None, None] * tau[3])
        greens.append(np.linalg.inv(inverse))
    product = tau[a] @ greens[0] @ tau[b] @ greens[1]
    trace = np.trace(product, axis1=1, axis2=2) / 2
    return np.sum(trace / np.cos(theta)**2) * np.pi / n


for w1, w2, s in ((0.5, 0.9, 0.8), (1.2, 0.4, 1.7)):
    g = 0.6
    W1, W2 = np.hypot(w1, g), np.hypot(w2, g)
    # static density bubble has no low-energy part in either state
    assert abs(bubble(3, 3, w1, w1, s, g)) < 1e-7
    assert abs(bubble(3, 3, w1, w1, s, 0.0)) < 1e-7
    # density-phase mixing is proportional to the transferred frequency
    mixing = -g * (w2 - w1) * np.pi * (W1 + W2)
    mixing /= W1 * W2 * ((W1 + W2)**2 + s * s)
    assert abs(bubble(3, 2, w1, w2, s, g) - mixing) < 1e-7
    # amplitude mixing cancels between opposite momentum projections
    for a in (3, 2):
        both = bubble(a, 1, w1, w2, s, g) + bubble(a, 1, w1, w2, -s, g)
        assert abs(both) < 1e-7
    # phase stiffness at nonzero wave number is positive
    stiff = (bubble(2, 2, w1, w1, s, g) - bubble(2, 2, w1, w1, 0, g)).real
    assert abs(stiff - np.pi * s**2 / (W1 * (4 * W1**2 + s**2))) < 1e-7
    assert stiff > 0

# ---- weak-coupling gap, energies in units of k_B T_c ----
odd = 2 * np.arange(20000) + 1


def reduced_gap(t):
    freq = np.pi * t * odd

    def balance(g):
        terms = 1 / np.sqrt(freq**2 + g * g) - 1 / freq
        return np.log(t) - 2 * np.pi * t * np.sum(terms)
    return brentq(balance, 1e-6, 3.0, xtol=1e-12)


for t in (0.25, 0.5, 0.9):
    g = reduced_gap(t)

    def gap_integrand(x):
        e = np.hypot(x, g)
        return np.tanh(e / (2 * t)) / e - np.tanh(x / 2) / x
    residual = (quad(gap_integrand, 1e-10, 10, limit=300)[0]
                + quad(gap_integrand, 10, 300, limit=300)[0])
    assert abs(residual) < 1e-4  # finite upper energy limit

# ---- worked example: rough aluminium-like parameters ----
kf_nm, tc, temp_k, charge, speed = 17.5, 1.2, 0.6, 0.1, 0.1
a0 = sc.physical_constants["atomic unit of length"][0]
t_au = sc.physical_constants["atomic unit of time"][0]
friction_au = sc.m_e / t_au
kf = kf_nm * 1e9 * a0
kappa = np.sqrt(4 * kf / np.pi)
kb_mev = sc.k / sc.e * 1e3
ef_ev = (sc.hbar * kf_nm * 1e9)**2 / (2 * sc.m_e * sc.e)


def potential_q(q, z):
    return -4 * np.pi * z / (q * q + kappa**2)


def born_friction(z):
    value = quad(lambda q: q**3 * potential_q(q, z)**2, 0, 2 * kf)[0]
    return value / (12 * np.pi**3)


def wave_friction(z, lmax=10):
    """n k_F sigma_transport from numerically integrated partial waves."""
    r0, r1 = 1e-3, 25.0
    phases = []
    for l in range(lmax + 1):
        def radial(r, y):
            pot = -2 * z * np.exp(-kappa * r) / r
            return [y[1], (l * (l + 1) / r**2 + pot - kf**2) * y[0]]
        c = z / (l + 1)
        start = [1.0, (l + 1) / r0 - c / (1 - c * r0)]
        sol = solve_ivp(radial, (r0, r1), start, method="DOP853",
                        rtol=1e-10, atol=1e-12)
        beta = sol.y[1, -1] / sol.y[0, -1] - 1 / r1
        x = kf * r1
        num = kf * spherical_jn(l, x, True) - beta * spherical_jn(l, x)
        den = kf * spherical_yn(l, x, True) - beta * spherical_yn(l, x)
        phases.append(np.arctan(num / den))
    phases = np.array(phases)
    steps = np.sin(phases[:-1] - phases[1:])**2
    sigma = 4 * np.pi / kf**2 * np.sum(np.arange(1, lmax + 1) * steps)
    return kf**3 / (3 * np.pi**2) * kf * sigma


# opposite charges cancel the first correction to the Born result
pair_mean = 0.5 * (wave_friction(0.01) + wave_friction(-0.01))
born_check = pair_mean / born_friction(0.01)
assert abs(born_check - 1) < 2e-3
a = 4 * kf**2 / kappa**2
closed = 2 * charge**2 / (3 * np.pi) * (np.log(1 + a) - a / (1 + a))
eta_n = born_friction(charge)
assert abs(closed / eta_n - 1) < 1e-9
full_over_born = wave_friction(charge) / eta_n

gap_mev = reduced_gap(temp_k / tc) * kb_mev * tc
kt_mev = kb_mev * temp_k
ratio = limit_ratio(gap_mev, kt_mev)


def moving_ratio(v):
    """Friction ratio at finite speed v (m/s), all q and directions."""
    gx, gw = np.polynomial.legendre.leggauss(24)
    nodes, weights = 0.5 * (gx + 1), 0.5 * gw
    top = bottom = 0.0
    for s, ws in zip(nodes, weights):
        q = 2 * kf * s
        strength = ws * q**3 * potential_q(q, charge)**2
        bottom += strength
        for mu, wm in zip(nodes, weights):
            w = sc.hbar * (q / a0) * v * mu / sc.e * 1e3
            assert w < 2 * gap_mev
            top += (strength * wm * 3 * mu**2
                    * finite_ratio(w, gap_mev, kt_mev))
    return top / bottom


moving = {v: moving_ratio(v) for v in (speed, 1.0, 3.0)}
assert abs(moving[speed] / ratio - 1) < 0.01
w_max = 2 * sc.hbar * kf_nm * 1e9 * speed / sc.e * 1e3
v_pair = gap_mev * 1e-3 * sc.e / (sc.hbar * kf_nm * 1e9)
mass = 27 * sc.atomic_mass
v_ion = np.sqrt(2 * 1000 * sc.e / mass)
w_ion = 2 * sc.hbar * kf_nm * 1e9 * v_ion / sc.e
eta_si = eta_n * friction_au

print("TESTS")
print(f"Direct test: gap {test_gap} E_F, kT {test_temp} E_F")
print(f"Formula ratio for direct test: "
      f"{limit_ratio(test_gap, test_temp):.5f}")
for q, value in direct:
    print(f"Direct ratio at q = {q:.2f} k_F: {value:.5f}")
print(f"Limit ratio at gap = kT: {limit_ratio(1., 1.):.6f}")
print(f"Deviation at w = 0.1 gap (gap = kT): {dev_large:.3e}")
print(f"Deviation at w = 0.01 gap (gap = kT): {dev_small:.3e}")
print(f"Opposite sign, growth per decade of w: {growth:.4f}")
print(f"Logarithmic law for that growth: {growth_law:.4f}")
print(f"Partial-wave / Born friction, mean of Z=+-0.01: {born_check:.5f}")
print("EXAMPLE INPUTS")
print(f"Fermi wave number: {kf_nm:.1f} nm^-1")
print(f"Critical temperature: {tc:.1f} K")
print(f"Temperature: {temp_k:.1f} K")
print(f"Screened charge Z: {charge:.1f} e")
print(f"Speed: {speed:.1f} m/s")
print("Moving mass: %.0f u" % (mass / sc.atomic_mass))
print("EXAMPLE RESULTS")
print(f"Fermi energy: {ef_ev:.2f} eV")
print(f"Screening wave number: {kappa / a0 * 1e-9:.2f} nm^-1")
for tk in (0.3, 0.6, 0.9, 1.1):
    gm = reduced_gap(tk / tc) * kb_mev * tc
    rr = limit_ratio(gm, kb_mev * tk)
    print(f"T = {tk:.1f} K: gap {gm:.4f} meV, friction ratio {rr:.5f}")
print(f"kT at 0.6 K: {kt_mev:.4f} meV")
print(f"gap/kT at 0.6 K: {gap_mev / kt_mev:.4f}")
print(f"Normal friction: {eta_n:.4e} atomic units")
print(f"Normal friction: {eta_si:.4e} kg/s")
print(f"Superconducting friction: {eta_si * ratio:.4e} kg/s")
print(f"Normal velocity damping time: {mass / eta_si * 1e9:.3f} ns")
print(f"Superconducting damping time: {mass / eta_si / ratio * 1e9:.3f} ns")
print("NEGLECTED EFFECTS")
print(f"Largest hbar*w at 0.1 m/s: {w_max * 1e3:.3f} microeV")
for v, value in moving.items():
    print(f"Finite-speed ratio at {v:.1f} m/s: {value:.5f}")
print(f"Partial-wave / Born normal friction, Z=0.1: {full_over_born:.4f}")
print(f"Ratio with gap 5% smaller: {limit_ratio(.95*gap_mev, kt_mev):.5f}")
print(f"Ratio with gap 5% larger: {limit_ratio(1.05*gap_mev, kt_mev):.5f}")
print(f"gap / Fermi energy: {gap_mev * 1e-3 / ef_ev:.2e}")
print(f"Pair-breaking speed gap/(hbar k_F): {v_pair:.2f} m/s")
print(f"Speed of a 1 keV ion of 27 u: {v_ion:.3e} m/s")
print(f"Largest hbar*w for that ion: {w_ion:.3f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
TESTS
Direct test: gap 0.04 E_F, kT 0.03 E_F
Formula ratio for direct test: 0.41722
Direct ratio at q = 0.04 k_F: 0.41695
Direct ratio at q = 0.80 k_F: 0.41696
Direct ratio at q = 1.50 k_F: 0.41696
Limit ratio at gap = kT: 0.537883
Deviation at w = 0.1 gap (gap = kT): -2.482e-03
Deviation at w = 0.01 gap (gap = kT): -4.136e-05
Opposite sign, growth per decade of w: 0.9054
Logarithmic law for that growth: 0.9054
Partial-wave / Born friction, mean of Z=+-0.01: 1.00004
EXAMPLE INPUTS
Fermi wave number: 17.5 nm^-1
Critical temperature: 1.2 K
Temperature: 0.6 K
Screened charge Z: 0.1 e
Speed: 0.1 m/s
Moving mass: 27 u
EXAMPLE RESULTS
Fermi energy: 11.67 eV
Screening wave number: 20.52 nm^-1
T = 0.3 K: gap 0.1823 meV, friction ratio 0.00173
T = 0.6 K: gap 0.1745 meV, friction ratio 0.06613
T = 0.9 K: gap 0.1415 meV, friction ratio 0.27771
T = 1.1 K: gap 0.0883 meV, friction ratio 0.56531
kT at 0.6 K: 0.0517 meV
gap/kT at 0.6 K: 3.3757
Normal friction: 1.3139e-03 atomic units
Normal friction: 4.9481e-17 kg/s
Superconducting friction: 3.2722e-18 kg/s
Normal velocity damping time: 0.906 ns
Superconducting damping time: 13.702 ns
NEGLECTED EFFECTS
Largest hbar*w at 0.1 m/s: 2.304 microeV
Finite-speed ratio at 0.1 m/s: 0.06610
Finite-speed ratio at 1.0 m/s: 0.06477
Finite-speed ratio at 3.0 m/s: 0.05942
Partial-wave / Born normal friction, Z=0.1: 1.0913
Ratio with gap 5% smaller: 0.07782
Ratio with gap 5% larger: 0.05615
gap / Fermi energy: 1.50e-05
Pair-breaking speed gap/(hbar k_F): 15.15 m/s
Speed of a 1 keV ion of 27 u: 8.454e+04 m/s
Largest hbar*w for that ion: 1.948 eV
ALL CHECKS PASSED
```
